# Thermal Width of a One-Channel Conductance Step

## Problem

A narrow constriction joins two electron reservoirs. It has one spin-degenerate channel, whose lowest energy inside the constriction is the channel edge $E_1$. An electron of energy $E$ is reflected if $E<E_1$ and transmitted with certainty if $E>E_1$:

$$
\mathcal T(E)=\begin{cases}0,&E<E_1\\ 1,&E>E_1.\end{cases}
$$

Both reservoirs have temperature $T$, and their mean chemical potential is $\mu$. The bias $V$ is small, $eV\ll kT$, where $e>0$ is the elementary charge. Electrons cross without inelastic scattering, interactions are ignored, and no other channel is close enough to matter.

At zero temperature the conductance jumps from zero to $G_0=2e^2/h=77.48\ \mu\mathrm S$ when $\mu$ passes $E_1$. At finite temperature the jump becomes a smooth rise.

1. How far must $\mu$ move, at fixed $T$ and $E_1$, to take the conductance from $0.1\,G_0$ to $0.9\,G_0$?
2. What is this distance for a split-gate point contact at 4 K?
3. When does the rounding of the barrier itself hide the thermal width, and what does that imply for a metal filament in a resistive memory?

## First estimate by scaling

The sharp step contains no energy scale of its own. The mass $m$ and $\hbar$ can be combined with $kT$ to make a length, but the model contains no other length with which to compare it. In the limit of small bias, $G/G_0$ can therefore depend only on the ratio $(\mu-E_1)/kT$. The required width is $C\,kT$, with $C$ a pure number.

To estimate $C$, consider which electrons carry the net current. At small bias they are those in the energy range where the Fermi function changes. With

$$
f(E)=\frac{1}{1+e^{(E-\mu)/kT}},
$$

differentiation gives

$$
-\frac{df}{dE}=\frac{1}{kT}\frac{e^{(E-\mu)/kT}}{\left[1+e^{(E-\mu)/kT}\right]^2}
=\frac{f(1-f)}{kT}.
$$

The product $f(1-f)$ is largest at $f=1/2$, so the peak height is $1/(4kT)$. The area under the peak is 1, because $f$ falls from 1 to 0. A rectangle with the same height and area has width $4kT$. As this rectangle moves past the channel edge, the conductance rises from nothing to its full value. The estimate is thus

$$
\Delta\mu_{\rm est}\approx 4kT .
$$

## Exact solution

**Current.** Electrons moving to the right are supplied by the left reservoir, with occupation $f_L$. Those moving to the left are supplied by the right reservoir, with occupation $f_R$. Per unit length there are $2\,dk/(2\pi)$ states in the interval $dk$, the factor 2 being for spin. Each occupied state carries charge at the speed $v=(1/\hbar)\,dE/dk$. The magnitude of the net current is

$$
I=2e\int\frac{dk}{2\pi}\,v\,\mathcal T(E)\,(f_L-f_R).
$$

Since $v\,dk=dE/\hbar$ and $2\pi\hbar=h$,

$$
I=\frac{2e}{h}\int dE\,\mathcal T(E)\,(f_L-f_R).
$$

The speed has cancelled against the density of states, and the mass has disappeared with it.

**Small bias.** Put the reservoirs at $\mu\pm eV/2$. To first order in $V$,

$$
f_L-f_R=eV\frac{\partial f}{\partial\mu}=eV\left(-\frac{\partial f}{\partial E}\right),
$$

where the second equality holds because $f$ depends on $E-\mu$ alone. Dividing $I$ by $V$ gives

$$
G=G_0\int dE\,\mathcal T(E)\left(-\frac{df}{dE}\right).
$$

**Sharp step.** The transmission removes everything below $E_1$ and leaves the rest unchanged:

$$
\frac{G}{G_0}=\int_{E_1}^{\infty}\left(-\frac{df}{dE}\right)dE
=f(E_1)-f(\infty)
=\frac{1}{1+e^{-(\mu-E_1)/kT}} .
$$

The conductance ratio is thus the occupation $f(E_1)$ of a state at the channel edge. Far below the edge it becomes the small number $e^{(\mu-E_1)/kT}$. Far above the edge it approaches 1. As $T\to0$ the sharp jump returns.

**Width.** Let $g=G/G_0$ and $x=(\mu-E_1)/kT$. Then

$$
g(1+e^{-x})=1,\qquad e^{-x}=\frac{1-g}{g},\qquad x=\ln\frac{g}{1-g}.
$$

For $g=0.9$ the ratio $g/(1-g)$ is 9, and for $g=0.1$ it is $1/9$. Hence

$$
\mu_{90}=E_1+kT\ln 9,\qquad \mu_{10}=E_1-kT\ln 9,
$$

$$
\boxed{\Delta\mu=\mu_{90}-\mu_{10}=2\ln 9\;kT\approx4.39\,kT}
$$

An explicit sum over $k$ states gives $\Delta\mu/kT=4.3944$ in each of four cases: 1 K with mass $0.1\,m_e$, 4 K with $m_e$, and 300 K with both masses, where $m_e$ is the free-electron mass.

If a gate moves $E_1$ while $\mu$ stays fixed, the same width applies to the motion of $E_1$, since only the difference $\mu-E_1$ enters.

**The point contact at 4 K.** Here $kT=0.3447$ meV. The two crossings lie at

$$
\mu-E_1=\pm0.3447\ \mathrm{meV}\times\ln9=\pm0.7574\ \mathrm{meV},
$$

where $G$ is 7.75 and 69.73 $\mu$S. Their separation is

$$
\Delta\mu=4.3944\times0.3447\ \mathrm{meV}=1.515\ \mathrm{meV}.
$$

## Comparison of the two

The estimate gives $4kT=1.379$ meV, which is 9% below the exact width. The scaling with $kT$ is right, and the difference lies in the shape of the thermal window.

With a rectangular window, $G$ would rise along a straight line over the whole range $4kT$. That line is the tangent to the true curve at its midpoint, where the slope is $G_0/(4kT)$. The true window has tails. At $\mu-E_1=2kT$, where the straight line has already reached $G_0$, the exact conductance is $G_0/(1+e^{-2})=0.88\,G_0$. The 90% point therefore lies still further out, and by symmetry so does the 10% point.

The rectangle taken literally would put its own 10-to-90 percent width at $0.8\times4kT=3.2kT$, which is 27% below the exact value. The closer agreement of $4kT$ comes from comparing the full range of the line with a partial range of the curve.

## A barrier with a rounded top

A smooth constriction lets some electrons tunnel just below $E_1$ and reflects some just above it. Near its top the barrier is $E_1-\tfrac12m\omega_x^2x^2$, where $x$ now denotes position along the current. With $\xi=x\sqrt{m\omega_x/\hbar}$ and $\varepsilon=(E-E_1)/\hbar\omega_x$, the wave equation is

$$
\psi''=-(\xi^2+2\varepsilon)\psi .
$$

For large $|\xi|$, try $\psi=\xi^a e^{i\xi^2/2}$. The leading terms are $\psi''\approx[-\xi^2+i(2a+1)]\psi$, so $i(2a+1)=-2\varepsilon$ and $a=i\varepsilon-\tfrac12$. The transmitted wave on the right is $t\,\xi^{i\varepsilon-1/2}e^{i\xi^2/2}$. On the left, the reflected wave is $r\,|\xi|^{i\varepsilon-1/2}e^{i\xi^2/2}$, and the incident wave contains $e^{-i\xi^2/2}$.

Now follow the solution from right to left along a large half-circle $\xi=\rho e^{i\varphi}$ in the upper half-plane, with $\varphi$ going from 0 to $\pi$. In the first quarter $e^{i\xi^2/2}$ is the decaying exponential, and the solution contains it alone. In the second quarter it is the growing one, so the other exponential can appear beside it without altering its coefficient. At $\varphi=\pi$ that coefficient is

$$
r=t\,e^{i\pi(i\varepsilon-1/2)}=-i\,t\,e^{-\pi\varepsilon}.
$$

Current conservation, $|r|^2+|t|^2=1$, then gives

$$
\mathcal T(E)=|t|^2=\frac{1}{1+e^{-2\pi(E-E_1)/\hbar\omega_x}} .
$$

This is the thermal curve with $kT$ replaced by $\hbar\omega_x/2\pi$. Even at zero temperature the step therefore has the width

$$
\Delta_{\rm b}=2\ln9\,\frac{\hbar\omega_x}{2\pi}.
$$

The thermal result describes the whole step when $kT\gg\hbar\omega_x/2\pi$ and $\Delta\mu$ is well below the channel spacing. In the opposite case, $kT\ll\hbar\omega_x/2\pi$, the rounding of the barrier hides the thermal width.

## The real point contact

Rough typical values for a split-gate contact in a high-mobility two-dimensional electron gas are $\hbar\omega_x=1$ meV, a channel spacing of 3 meV and a bias of 0.1 mV. The barrier-top width is then $\Delta_{\rm b}=0.699$ meV. Each effect below is added alone to the ideal step at 4 K, and the changes are relative to 1.515 meV.

- The rounded barrier raises the width to 1.694 meV, or by 11.8%.
- The finite bias raises it by 0.13%.
- The next channel lowers it by 0.36%. At the 90% point this channel adds $1/[1+e^{(3-0.757)/0.3447}]\approx0.0015$ to $G/G_0$. The slope there is $0.9\times0.1/kT=0.26$ per meV, so the crossing moves down by about 0.006 meV.

All three together give 1.684 meV, an increase of 11.2%. The sharp barrier is thus the weakest of these three assumptions. These figures hold for electrons that do not interact. Measured contacts often show an extra shoulder near $0.7\,G_0$ at a few kelvin, usually attributed to interactions, and it can change the width of the first step by more than the corrections listed here.

Ballistic motion can be judged from the mobility $\mu_e=e\tau/m$, where $\tau$ is the scattering time. The mean free path is $v_F\tau=\hbar k_F\mu_e/e$, with $k_F=\sqrt{2\pi n}$ for a spin-degenerate sheet of density $n$. Rough values of $10^6$ cm²/Vs and $3\times10^{11}$ cm⁻² give about 9000 nm, against a constriction length of roughly 300 nm.

With the spacing held at 3 meV, the thermal width equals it at 7.9 K. Near and above that temperature neighbouring steps overlap strongly, and the one-channel result no longer describes the measured curve.

## A metal filament at room temperature

At 300 K, $kT=0.02585$ eV and the ideal thermal width is 0.1136 eV. To see whether it would be visible in a metal filament, take a free-electron gold neck with hard walls and radius $R(x)=R_0(1+x^2/L^2)$, where $L=1$ nm. The transverse energy varies as $1/R^2$, so the local channel edge is

$$
E_1(x)=\frac{E_1}{(1+x^2/L^2)^2}\approx E_1\left(1-\frac{2x^2}{L^2}\right).
$$

Matching the quadratic term to $-\tfrac12m\omega_x^2x^2$ gives $\omega_x^2=4E_1/(mL^2)$, or

$$
\hbar\omega_x=\frac{2\hbar}{L}\sqrt{\frac{E_1}{m}} .
$$

Let $E_1$ equal the Fermi energy, roughly 5.5 eV above the band bottom. This requires $R_0=0.200$ nm and puts the next channel edge 8.46 eV higher. The curvature energy is 1.295 eV, and the parabola formula gives $\Delta_{\rm b}=0.906$ eV. Solving the wave equation for the full barrier $E_1(x)$ gives 0.903 eV, about eight times the thermal width. Heating to 300 K raises it to 0.912 eV, an increase of 0.9%.

In this model the thermal law is still the correct limit for a sharp step, but it does not give the width of the filament's step. At fixed $E_1$, $\Delta_{\rm b}$ varies as $1/L$, so the two widths would become equal only for $L$ near 8 nm.

Real filaments depart from the model in further ways. A single-atom gold contact normally sits on its conductance plateau, not at a channel edge, and its conductance changes through rearrangement of atoms instead of a smooth sweep of $\mu$. The model also omits the real band structure and the mixing of transverse modes by the changing radius; for this neck, mode mixing would lower the zero-temperature width by about 1.5%, to 0.889 eV. A read voltage of roughly 0.1 V violates $eV\ll kT$ at 300 K, and the broadening it causes is not included in the 0.912 eV. The numerical output follows below.

## Values computed for the example and the checks

```
GENERAL RESULT
2 ln 9 = 4.3944
width/kT from sum over states, 4 cases = 4.3944, 4.3944, 4.3944, 4.3944
G0 = 77.48 uS
SPLIT-GATE POINT CONTACT (rough typical inputs)
temperature = 4.0 K
barrier curvature energy = 1.0 meV
channel spacing = 3.0 meV
bias = 0.1 mV
kT = 0.3447 meV
mu - E1 at 10 percent = -0.7574 meV
mu - E1 at 90 percent = 0.7574 meV
G at 10 percent = 7.75 uS
G at 90 percent = 69.73 uS
ideal thermal width = 1.515 meV
tangent width 4kT = 1.379 meV
barrier-top width at zero temperature = 0.699 meV
width with tunnelling = 1.6937 meV, change +11.81 percent
width with next channel = 1.5092 meV, change -0.36 percent
width with finite bias = 1.5167 meV, change +0.13 percent
width with all three = 1.6843 meV, change +11.20 percent
temperature where thermal width = spacing: 7.92 K
mobility = 1e+06 cm2/Vs, density = 3e+11 cm-2
mean free path = 9037 nm
constriction length = 300 nm
GOLD NECK, FREE-ELECTRON MODEL (rough typical inputs)
temperature = 300 K
channel edge = Fermi energy = 5.5 eV
flare length = 1.0 nm
neck radius = 0.200 nm
distance to next channel edge = 8.46 eV
kT = 0.02585 eV
ideal thermal width = 0.1136 eV
barrier curvature energy = 1.295 eV
barrier-top width, parabola formula = 0.906 eV
barrier-top width, wave equation = 0.903 eV
width with thermal smearing added = 0.912 eV
barrier-top width / thermal width = 7.95
increase due to heat = 0.94 percent
```
